# Split-off states of an adatom on a semi-infinite tight-binding chain

## The question and the model

When an atom lands on a surface during vapour deposition, its valence level begins to exchange electrons with the band of the solid. Suppose that the energy of this level lies within the band. If the exchange is weak, the level broadens into a resonance. If it is strong, the adatom and its nearest substrate atom behave more like a molecule, with a bonding and an antibonding state below and above the band. The question is how strong the coupling must be for such localized states to exist.

The simplest solid with a surface is a semi-infinite chain. Its sites $n=1,2,3,\dots$ carry one orbital each, with energy zero and nearest-neighbour hopping $t>0$. The adatom has one orbital, of energy $\varepsilon_a$, coupled by a real matrix element $V\neq0$ to the end site $n=1$. All orbitals are orthonormal, and the electrons are independent. Writing a state of energy $E$ as amplitudes $c_a$ on the adatom and $c_n$ on the chain, the Schrödinger equation becomes

$$(E-\varepsilon_a)c_a=Vc_1, \tag{1}$$
$$Ec_1=Vc_a+tc_2, \tag{2}$$
$$Ec_n=t(c_{n-1}+c_{n+1}),\qquad n\ge2. \tag{3}$$

Far from the end, waves $e^{\pm in\theta}$ solve (3) with $E=2t\cos\theta$. The band therefore occupies $-2t\le E\le2t$, and a level at its centre has $\varepsilon_a=0$. For this case we shall find that localized states outside the band exist if and only if

$$V^2>2t^2. \tag{4}$$

## Localized states must lie outside the band

A localized state has a finite norm $|c_a|^2+\sum_n|c_n|^2$, so $c_n\to0$ far from the surface. Suppose first that $|E|<2t$. The general solution of (3) is $c_n=Ae^{in\theta}+Be^{-in\theta}$ with $0<\theta<\pi$. Eliminating $B$ between two neighbouring sites gives

$$Ae^{in\theta}=\frac{c_{n+1}-e^{-i\theta}c_n}{2i\sin\theta}. \tag{5}$$

The left side has constant modulus $|A|$, while the right side tends to zero, so $A=0$. The same argument gives $B=0$. All chain amplitudes then vanish, and (2) gives $c_a=0$: there is no state.

At the edges $E=\pm2t$ the solution is $c_n=(\pm1)^n(A+Bn)$. This also fails to decay unless $A=B=0$. Localized states can therefore exist only for $|E|>2t$.

There, inserting $c_n\propto x^n$ into (3) gives

$$E=t\left(x+\frac1x\right). \tag{6}$$

The two roots are real and their product is one, so one decays and the other grows. A finite norm requires the root with $|x|<1$, and $c_n=c_1x^{n-1}$. Equation (2) becomes $(E-tx)c_1=Vc_a$. By (6), $E-tx=t/x$, and hence

$$c_1=g(E)\,Vc_a,\qquad g(E)=\frac{x}{t}. \tag{7}$$

The function $g$ is the Green function of the bare chain at its end site: it gives the amplitude there in response to a source. Solving (6) for the decaying root at $E>2t$ gives

$$g(E)=\frac{E-\sqrt{E^2-4t^2}}{2t^2}=\frac{2}{E+\sqrt{E^2-4t^2}}. \tag{8}$$

The second form follows because $(E-\sqrt{E^2-4t^2})(E+\sqrt{E^2-4t^2})=4t^2$. Below the band, $g(-E)=-g(E)$.

## The threshold

Substituting (7) into (1), and noting that $c_a=0$ would make every amplitude vanish, gives the condition for a localized state:

$$f(E)\equiv E-\varepsilon_a-V^2g(E)=0. \tag{9}$$

Above the band, the last form in (8) shows that $g$ falls steadily from $g(2t)=1/t$ to zero. Thus $f$ rises steadily and tends to infinity. It has one zero above the band if $f(2t)<0$, and none otherwise. Since $f(2t)=2t-\varepsilon_a-V^2/t$, an upper split-off state exists if and only if

$$V^2>t(2t-\varepsilon_a). \tag{10}$$

For the lower side, replace $c_n$ by $(-1)^nc_n$ and leave $c_a$ unchanged. Equations (1)–(3) keep their form if $E$ and $\varepsilon_a$ both change sign. A lower split-off state therefore requires

$$V^2>t(2t+\varepsilon_a). \tag{11}$$

At $\varepsilon_a=0$ both conditions reduce to (4), and the states appear as a pair. At equality, $f$ vanishes at the band edge itself, where the solution has constant modulus along the chain and cannot be normalized. The inequality is therefore strict.

For a level above the centre but inside the band, $0<\varepsilon_a<2t$, the upper state appears first. Between the two thresholds it is the only localized state. If $\varepsilon_a\ge2t$, the right side of (10) is zero or negative, and an upper state exists for every nonzero coupling. The factor 2 in (4) thus belongs to the centred level.

## Energy and adatom weight

For $\varepsilon_a=0$, equations (6), (7) and (9) give $t(x+1/x)=V^2x/t$. Multiplication by $x/t$ yields $x^2+1=V^2x^2/t^2$, so

$$x^2=\frac{t^2}{V^2-t^2}. \tag{12}$$

The requirement $0<x^2<1$ is again $V^2>2t^2$. The energy follows from $E=V^2x/t$:

$$E_\pm=\pm\frac{V^2}{\sqrt{V^2-t^2}}. \tag{13}$$

Equation (13) must not be used without the condition on $x$. It gives

$$E_\pm^2-4t^2=\frac{V^4-4t^2V^2+4t^4}{V^2-t^2}=\frac{(V^2-2t^2)^2}{V^2-t^2}, \tag{14}$$

which is positive on both sides of the threshold as long as $V^2>t^2$. For $t^2<V^2<2t^2$ the formula thus returns a real energy outside the band, but (12) gives $|x|>1$. The amplitude grows into the chain, so this root is not a state.

For a true split-off state, let $Z=|c_a|^2$ be its weight on the adatom when the total norm is one. Equation (1) gives $c_1=Ec_a/V$, and the chain amplitudes form a geometric series:

$$\frac1Z=1+\frac{E^2}{V^2}\frac1{1-x^2}. \tag{15}$$

From (13), $E^2/V^2=V^2/(V^2-t^2)$. From (12), $1-x^2=(V^2-2t^2)/(V^2-t^2)$. Therefore

$$\frac1Z=1+\frac{V^2}{V^2-2t^2}=\frac{2(V^2-t^2)}{V^2-2t^2},\qquad
Z=\frac{V^2-2t^2}{2(V^2-t^2)}. \tag{16}$$

For $V\gg t$, $Z\to1/2$ and $E_\pm\to\pm V$. Since $c_1=Ec_a/V$, the end site then carries the other half of the weight. This is the diatomic limit: the adatom and the end atom form a bonding and an antibonding orbital, weakly connected to the rest of the chain.

## What remains inside the band

The adatom density of states shows where the rest of its weight lies. Placing a unit source on the adatom in (1) gives its Green function, $G_a=1/(E-V^2g)$ for $\varepsilon_a=0$. Inside the band, $E$ is approached from the upper half-plane. Write $x=re^{-i\phi}$ with $r<1$; the imaginary part of (6) is then $t(1/r-r)\sin\phi$, which is positive for $0<\phi<\pi$. The decaying root thus tends to $x=e^{-i\theta}$, and

$$g=\frac{E-is}{2t^2},\qquad s=\sqrt{4t^2-E^2}. \tag{17}$$

The density $\rho_a=-\mathrm{Im}\,G_a/\pi$ is consequently

$$\rho_a=\frac1\pi\,\frac{V^2s/2t^2}{E^2(1-V^2/2t^2)^2+V^4s^2/4t^4}. \tag{18}$$

In the denominator the terms $\pm V^4E^2/4t^4$ cancel, leaving $[V^4-(V^2-t^2)E^2]/t^2$. Thus

$$\rho_a(E)=\frac{V^2\sqrt{4t^2-E^2}}{2\pi\,[V^4-(V^2-t^2)E^2]}. \tag{19}$$

The total adatom weight over all states is one. Below threshold it all lies in the band. Above threshold the two split-off states remove $2Z$, so that

$$\int_{-2t}^{2t}\rho_a\,dE=1-2Z=\frac{t^2}{V^2-t^2}. \tag{20}$$

The shape of $\rho_a$ can suggest split-off states before they exist. Put $u=E^2$ and $b=V^2-t^2$. Then

$$\frac{d\ln\rho_a}{du}=-\frac1{2(4t^2-u)}+\frac b{V^4-bu}. \tag{21}$$

Away from threshold both denominators are positive inside the band, because $V^4-4bt^2=(V^2-2t^2)^2$. The derivative therefore has the sign of $2b(4t^2-u)-(V^4-bu)=8bt^2-V^4-bu$. For $b\le0$ this is negative, and the density has a single peak at the centre. For $b>0$ it changes from positive to negative at

$$E_{\rm peak}^2=8t^2-\frac{V^4}{V^2-t^2}, \tag{22}$$

provided that the right side is positive. That condition is $V^4-8t^2V^2+8t^4<0$, or

$$4-2\sqrt2<\frac{V^2}{t^2}<4+2\sqrt2. \tag{23}$$

Numerically the limits are 1.17 and 6.83. Two in-band peaks thus form well before $V^2/t^2=2$. At threshold itself (19) reduces to $\rho_a=1/(\pi s)$, and the peaks become divergences at the band edges. Above threshold, finite in-band peaks coexist with the split-off states until the upper limit in (23) is reached.

## Just above threshold, and in a finite chain

Write $V^2=2t^2(1+\delta)$ with $0<\delta\ll1$. Then $V^2-t^2=t^2(1+2\delta)$, and (13) gives

$$E_+=2t\,\frac{1+\delta}{\sqrt{1+2\delta}}
=2t\left(1+\frac{\delta^2}{2}-\delta^3+\cdots\right), \tag{24}$$

where $(1+2\delta)^{-1/2}=1-\delta+\tfrac32\delta^2-\tfrac52\delta^3+\cdots$ has been used. The terms linear in $\delta$ cancel, so

$$E_+-2t=t\delta^2(1-2\delta+\cdots),\qquad Z=\frac{\delta}{1+2\delta}. \tag{25}$$

The amplitude falls by a factor $e$ over

$$\lambda=\frac1{\ln(1/|x|)}=\frac2{\ln(1+2\delta)}\simeq\frac1\delta \tag{26}$$

sites. In the chain the state therefore emerges with vanishing adatom weight and a diverging extent, and its separation from the band grows only quadratically.

This matters when the semi-infinite chain is represented by a finite one. In a chain of $N$ sites, the solution at $E=2t$ that vanishes at the missing site $N+1$ is $c_n\propto N+1-n$. Equation (2) then gives

$$g_N(2t)=\frac{c_1}{2tc_1-tc_2}=\frac{N}{t[2N-(N-1)]}=\frac{N}{(N+1)t}. \tag{27}$$

All levels of the bare finite chain lie below $2t$. Since $g_N(E)$ is a sum of positive weights divided by $E$ minus these levels, it falls with $E$ above $2t$, and the argument below (9) applies again. For $\varepsilon_a=0$, a level lies above $2t$ if and only if $2t-V^2g_N(2t)<0$, that is,

$$V^2>2t^2\left(1+\frac1N\right). \tag{28}$$

By symmetry the same condition holds below $-2t$. The finite chain thus needs a larger coupling than the semi-infinite one, by a fraction $1/N$ in $V^2$.

## Why the surface position matters

By (17), the density of states at the end site of the bare chain is $-\mathrm{Im}\,g/\pi=\sqrt{4t^2-E^2}/(2\pi t^2)$. It vanishes at the band edges, and $g(2t)$ is finite. For $\varepsilon_a<2t$, $f(2t)$ is then negative only if the coupling exceeds a finite value.

Now attach the adatom instead to site 0 of a chain that extends both ways. A localized state has $c_n=c_0x^{|n|}$, and the equation at site 0 is $Ec_0=Vc_a+2txc_0$. For $E>2t$, (6) gives

$$E-2tx=t\left(\frac1x-x\right)=\sqrt{E^2-4t^2}, \tag{29}$$

so the Green function of this site is $1/\sqrt{E^2-4t^2}$. It diverges at the edge. With $\varepsilon_a=0$, the bound-state condition is $E\sqrt{E^2-4t^2}=V^2$. Its left side rises from zero to infinity, so there is a solution for every $V\ne0$. Squaring gives $E^4-4t^2E^2-V^4=0$, whose positive root is

$$E^2=2t^2+\sqrt{4t^4+V^4}. \tag{30}$$

The threshold (4) therefore depends on the presence of the chain end, not on the band width alone.

## Numerical example

Take the round model values $t=1.5$ eV and $\varepsilon_a=0$. The band edges are at $\pm3$ eV, and the threshold is $V^2=4.5$ eV², or $V=2.121$ eV.

**Strong coupling, $V=2.5$ eV.** Here $V^2=6.25$ eV² exceeds the threshold, and $V^2-t^2=4$ eV². Equations (12), (13) and (16) give

$$x=\frac{1.5}{2}=0.75,\qquad E_\pm=\pm\frac{6.25}{2}=\pm3.125\ \mathrm{eV},\qquad Z=\frac{1.75}{8}=0.219. \tag{31}$$

Direct diagonalization of a 1500-site chain with the adatom attached gives the same values to these digits. The states lie only 0.125 eV outside the band, and each has about 22% of its weight on the adatom. The band retains $2.25/4=0.5625$ of the adatom weight, more than the two split-off states together. From (22), its density still peaks at $\pm2.87$ eV.

**Weaker coupling, $V=2.0$ eV.** Now $V^2=4$ eV² is below threshold. Equation (13) nevertheless returns $4/\sqrt{1.75}=3.024$ eV, with $|x|=1.134$. This is the growing solution. Inserting the energy into (9) with the decaying $g$ leaves $f=0.672$ eV instead of zero. Diagonalization of the 1500-site chain finds no level outside the band. Yet (22) gives two peaks at $\pm2.976$ eV, close to the edges. They resemble a bonding–antibonding pair, but they belong to the continuum.

**Near threshold.** For $\delta=0.05$, or $V=2.174$ eV, diagonalization places the upper state 3.41 meV above the band. The leading estimate $t\delta^2$ is 3.75 meV; the computed value is about 9% below it, in line with the correction $-2\delta$ in (25). The adatom weight is 0.045 and $\lambda$ is 21 sites. Halving $\delta$ reduces the separation to 0.89 meV and extends $\lambda$ to 41 sites. A 50-site chain has its threshold at $4.5(1+1/50)=4.59$ eV², 2% above the semi-infinite value.

**Other levels and positions.** Raising the adatom level to 0.5 eV changes the upper threshold to $1.5(3-0.5)=3.75$ eV² and the lower one to $1.5(3+0.5)=5.25$ eV². The coupling $V=2.0$ eV then produces an upper state but no lower one. For a centred level with $V=0.8$ eV, attachment to the chain end gives no split-off state, whereas (30) gives states at $\pm3.0075$ eV for a site of the infinite chain.

## Use for real surfaces

For a real surface the number 2 in (4) need not survive, but the reasoning can be carried over under stated conditions. Suppose that one adatom orbital couples with strength $V$ to one normalized substrate orbital, whose density of states $\rho_s$ lies entirely within one band, and that the independent-electron picture holds. Eliminating the substrate again gives (9), now with $g(E)=\int\rho_s(\varepsilon)\,d\varepsilon/(E-\varepsilon)$ above the band. If the band top is $E_{\rm top}$, the condition for an upper state is

$$V^2\int\frac{\rho_s(\varepsilon)}{E_{\rm top}-\varepsilon}\,d\varepsilon>E_{\rm top}-\varepsilon_a. \tag{32}$$

The shape of the local density near the edge therefore enters as well as the band width. If the integral diverges, any nonzero coupling suffices. Condition (32) refers to a state strictly above $E_{\rm top}$.

The behaviour just above threshold does not carry over in general. The adatom weight now obeys $1/Z=1+V^2\int\rho_s(\varepsilon)\,d\varepsilon/(E-\varepsilon)^2$. For the chain end, where $\rho_s$ vanishes as a square root, this integral diverges at the edge; that is why $Z\to0$ and the separation is quadratic in $\delta$. In the surface layer of a simple cubic crystal $\rho_s$ vanishes as $(E_{\rm top}-\varepsilon)^{3/2}$ and the integral stays finite. For a centred level on the (001) face, with $E_{\rm top}=6t$, the threshold is $V^2\approx28.6t^2$, the state appears with $Z\approx0.29$, it is normalizable already at equality, and its separation from the band grows linearly in $\delta$.

The single-band condition is also restrictive. On a transition metal the narrow d band lies inside a broad sp band that couples to the adatom as well, so a level split off from the d band is a resonance rather than a localized state.

Several adatom orbitals coupled to different substrate orbitals in general require a matrix equation in place of (9). An overlap $S$ between the adatom orbital and the substrate orbital makes the coupling depend on energy, with $V-ES$ in place of $V$. Charge transfer can shift $\varepsilon_a$ and so change both thresholds. Electron repulsion on the adatom beyond a mean field lies outside this one-electron criterion. Nor does the criterion decide whether the atom sticks: the binding energy depends on all occupied states, including the adatom weight that remains in the band.
